# Finite-size correction of a localised Kohn-Sham defect level

A charge trapped in the oxide of a silicon device shifts the electrostatics of the device, and the energy of the trap level helps to decide which carriers can reach it. A first-principles calculation can place such a defect in a periodic cell about a nanometre wide. If the defect is charged, the calculation contains a lattice of charges and a uniform background that makes each cell neutral. The total energy and the defect eigenvalue both differ from those of one isolated defect. If the energy correction is known, how large is the eigenvalue correction?

Let $q$ be the defect charge in units of the positive elementary charge. Define

$$
E_{\rm corr}=E_{\rm iso}-E_{\rm per},\qquad
\Delta\lambda=\lambda_{\rm iso}-\lambda_{\rm per},
$$

where $E$ is the total energy, $\lambda$ the Kohn-Sham eigenvalue of the localised defect state, and the labels mean isolated and periodic. Both corrections are added to the periodic result. Hartree atomic units are used until the oxide example. The average periodic electrostatic potential is zero, the isolated potential vanishes far away, and levels and energies share one bulk reference.

The link between the two corrections is the dependence of the energy on the occupation $f$ of the defect orbital. Let $n=\sum_i f_i|\psi_i|^2$ be the electron density and $\rho=\rho_{\rm ion}-n$ the charge density. With the ions fixed,

$$
E=\sum_i f_i\langle\psi_i|T|\psi_i\rangle+\int n v_{\rm s}\,d^3r
+\frac12\int\rho\phi\,d^3r+E_{\rm xc}[n].
$$

Here $T$ is the kinetic energy, $v_{\rm s}$ a short-range ionic potential, $\phi$ the electrostatic potential and $E_{\rm xc}$ the exchange-correlation energy. In a cell of volume $\Omega$ the background has density $-q/\Omega$. Its contribution to the electrostatic energy is $-(q/2\Omega)\int\phi\,d^3r$, which vanishes because $\phi$ has zero average.

The potential depends linearly on $\rho$ through a symmetric Green function, so the two variations of $\frac12\int\rho\phi$ are equal and add to $\int\phi\,\delta\rho=-\int\phi\,\delta n$. The Kohn-Sham operator is therefore $h=T+v_{\rm s}-\phi+v_{\rm xc}$, with $v_{\rm xc}=\delta E_{\rm xc}/\delta n$. When $f$ changes, the orbitals also change, but their contribution is

$$
\sum_i f_i\left(\langle\delta\psi_i|h|\psi_i\rangle+\langle\psi_i|h|\delta\psi_i\rangle\right)
=\sum_i f_i\lambda_i\,\delta\langle\psi_i|\psi_i\rangle=0,
$$

since normalisation is preserved. Only the explicit change of occupation remains:

$$
\frac{\partial E}{\partial f}=\langle\psi_d|h|\psi_d\rangle=\lambda .
$$

This holds in both the isolated and the periodic setting. Subtracting the two relations gives $\Delta\lambda=\partial E_{\rm corr}/\partial f$. Adding an electron to the localised state lowers the defect charge, so $q=Z-f$ with $Z$ constant, and $\partial/\partial f=-\partial/\partial q$. If $E_{\rm corr}=aq^2$ with $a$ independent of charge,

$$
\Delta\lambda=-\frac{dE_{\rm corr}}{dq}=-2aq=-\frac{2E_{\rm corr}}{q},
\qquad q\ne0.
$$

The factor 2 has a direct electrostatic origin. The defect charge interacts with images that it has itself created, so its energy carries a factor one half. An electron in the defect level feels the whole image potential. For $a>0$ a positive defect has its level lowered by the correction, and a negative defect has its level raised.

The eigenvalue correction is a derivative and differs from the correction to removal of a whole electron. The latter is $a(q+1)^2-aq^2=a(2q+1)$, whereas the derivative gives $-\Delta\lambda=2aq$. At $q=0$ the level correction vanishes in this quadratic model, although the energy to remove one electron is corrected by $a$.

How nearly quadratic is $E_{\rm corr}$? Take a cubic cell of side $L$ in a medium of uniform dielectric constant $\varepsilon$. The potential of a periodic unit point charge obeys $\varepsilon\nabla^2\phi=-4\pi(\delta-1/L^3)$ inside the cell. After $1/(\varepsilon r)$ is removed, the remainder has Laplacian $4\pi/(\varepsilon L^3)$. Since $\nabla^2r^2=6$, cubic symmetry gives near the charge

$$
\phi_{\rm point}(\mathbf r)=\frac1\varepsilon\left[\frac1r-\frac{\alpha}{L}
+\frac{2\pi r^2}{3L^3}+H(\mathbf r)\right].
$$

The constant $\alpha=2.8373$, found by Ewald summation, fixes the potential at the charge when the cell average is zero. The function $H$ is harmonic and vanishes at the charge, so by the mean-value property its angular average is zero.

From here $\rho$ denotes the localised defect charge before screening, the response of the host being carried by $\varepsilon$. Let this charge density be spherical and not overlap its images, with $q=\int\rho\,d^3r$ and $M_2=\int\rho r^2\,d^3r$. Superposing point charges requires

$$
\int\rho(\mathbf r')|\mathbf r-\mathbf r'|^2d^3r'
=r^2q-2\mathbf r\cdot\int\rho(\mathbf r')\mathbf r'd^3r'+M_2
=qr^2+M_2,
$$

because the dipole vanishes. The harmonic part becomes $qH(\mathbf r)$ by the mean-value property, and drops out when averaged over a spherical density. For such averages,

$$
\phi_{\rm iso}-\phi_{\rm per}
=\frac{\alpha q}{\varepsilon L}
-\frac{2\pi}{3\varepsilon L^3}(qr^2+M_2).
$$

The constant part of this difference does not deform the orbital. The part in $r^2$ changes the density by an amount of order $L^{-3}$, and since the energy is stationary, this affects the energy only at order $L^{-6}$. To lower order the same density may be used in both settings:

$$
E_{\rm corr}=\frac12\int\rho(\phi_{\rm iso}-\phi_{\rm per})d^3r
=\frac{\alpha q^2}{2\varepsilon L}
-\frac{2\pi qM_2}{3\varepsilon L^3}.
$$

The two equal contributions $qM_2$ in the integral cancel the factor one half in the second term. The leading term is quadratic in $q$. The second is quadratic as well if $M_2$ is proportional to $q$, as it is when the charge distribution keeps its shape.

In general, differentiation and division give two different expressions:

$$
\Delta\lambda=-\frac{\alpha q}{\varepsilon L}
+\frac{2\pi}{3\varepsilon L^3}\left(M_2+q\frac{dM_2}{dq}\right),
$$

$$
-\frac{2E_{\rm corr}}q=-\frac{\alpha q}{\varepsilon L}
+\frac{4\pi M_2}{3\varepsilon L^3}.
$$

Their difference is the leading error of the simple rule,

$$
\Delta\lambda+\frac{2E_{\rm corr}}q
=\frac{2\pi}{3\varepsilon L^3}\left(q\frac{dM_2}{dq}-M_2\right).
$$

The derivative of $M_2$ includes relaxation of the orbital as its occupation changes. The error falls as $L^{-3}$, while the level correction falls as $L^{-1}$.

A small self-consistent model shows the size of this error. One orbital is bound by a Gaussian well of depth 2.5 Ha and width 1.2 bohr and by a Gaussian positive core of width 0.8 bohr; each width is a standard deviation. The model has $\varepsilon=2$ and local exchange without correlation. The isolated problem is solved in a radial sine basis and the periodic one in a three-dimensional cosine basis. With core charge 2 and one electron, $q=+1$. The isolated solution gives $M_2=2.376$ bohr², and a finite difference in occupation gives $dM_2/dq=1.546$ bohr².

For $L=14$ bohr the energy difference is $E_{\rm corr}=0.04976$ Ha, so the rule gives $-0.09952$ Ha. The computed level difference is $-0.09984$ Ha. The error formula predicts

$$
\frac{2\pi(1.546-2.376)}{3\times2\times14^3}
=-0.00032\ {\rm Ha},
$$

which agrees with the difference between those levels. It is 0.3% of the level correction. At $L=20$ bohr the error falls to $-0.00011$ Ha. With core charge 1 and two electrons, $q=-1$ and the level correction at $L=14$ bohr is $+0.09999$ Ha, against $+0.10018$ Ha from the rule. The sign has reversed as expected.

The rule fails more visibly when a linear term matters. If $E_{\rm corr}=aq^2+bq$ with constant $b$, then $\Delta\lambda=-2aq-b$, but the rule gives $-2aq-2b$. A potential reference displaced by an amount independent of charge is an example. If the periodic potential lies too high by such a constant $C$, the electron level needs the correction $+C$, and the energy, with electrons counted at the same reference, needs $-qC$. Their ratio is $-1/q$, not $-2/q$. Charge-independent offsets must therefore be removed separately before the rule is applied to the image energy. An offset proportional to $q$ behaves differently. The term $C=2\pi M_2/(3\varepsilon L^3)$ above gives $-qC$ in the energy and $C+q\,dC/dq$ in the level, which is $2C$ when $M_2\propto q$, so it obeys the rule.

The localisation condition matters too. An electron placed in an extended band state leaves the localised charge unchanged, so $q=Z-f$ no longer describes the defect. A uniformly spread orbital also averages the periodic potential to zero, and so does not feel the large image potential found at the defect.

Ionic relaxation raises a further question. The total energy of a relaxed charged defect is screened by electrons and ions, with static constant $\varepsilon_0$, but an eigenvalue is a derivative at fixed ions. It might seem that the level correction should then use the electronic constant $\varepsilon_\infty$. To settle this, represent the ionic response by a bound charge $p$ with the same shape as the defect charge. In a uniform linear medium the isolated and periodic problems have the same ratio $p/q$. Let $J$ be the unscreened correction for unit charge. For electronic charge state $q'$,

$$
E_{\rm corr}(q',p)=J\left[\frac{(q'+p)^2}{\varepsilon_\infty}+\kappa p^2\right],
$$

where the last term is the elastic cost of the polarisation. Relaxation at charge $q$ minimises the bracket with $q'=q$ and gives $p=-q/(1+\kappa\varepsilon_\infty)$. The minimum is $q^2/(\varepsilon_\infty+1/\kappa)$. It must equal $q^2/\varepsilon_0$, so $1/\kappa=\varepsilon_0-\varepsilon_\infty$ and $p=-q(1-\varepsilon_\infty/\varepsilon_0)$.

Now freeze $p$ and change the charge to $q'$. Writing $q'+p=(q'-q)+q\varepsilon_\infty/\varepsilon_0$ and expanding the square gives

$$
E_{\rm corr}(q';q)=J\left[\frac{q^2}{\varepsilon_0}
+\frac{2q(q'-q)}{\varepsilon_0}
+\frac{(q'-q)^2}{\varepsilon_\infty}\right].
$$

The first term collects $q^2\varepsilon_\infty/\varepsilon_0^2$ from the square and $q^2(\varepsilon_0-\varepsilon_\infty)/\varepsilon_0^2$ from the elastic energy. Therefore

$$
\Delta\lambda(q';q)=-2J\left[\frac q{\varepsilon_0}
+\frac{q'-q}{\varepsilon_\infty}\right].
$$

At $q'=q$ this is $-2Jq/\varepsilon_0=-2E_{\rm corr}/q$. The static constant is correct for the eigenvalue of the relaxed state, because the frozen ions already screen its charge. Electronic screening alone governs the further change $q'-q$. In a geometry relaxed for another nonzero charge, the simple rule does not hold for $q'\ne q$ unless $\varepsilon_0=\varepsilon_\infty$.

Consider a defect with $q=+1$ in a silica-like oxide, in a cubic cell of side 1.2 nm. The rough dielectric constants are $\varepsilon_0=3.9$ and $\varepsilon_\infty=2.1$. The net charge is modelled as a Gaussian of standard deviation $\sigma=0.10$ nm, for which $M_2=3\sigma^2q$. With $e^2/(4\pi\epsilon_{\rm vac})=1.440$ eV nm, where $\epsilon_{\rm vac}$ is the vacuum permittivity,

$$
E_{\rm corr}=\frac{1.440}{3.9}
\left[\frac{2.8373}{2\times1.2}-\frac{2\pi(0.10)^2}{1.2^3}\right]{\rm eV}
=0.423\ {\rm eV}.
$$

The point-charge term alone is 0.437 eV. The level correction is $-0.846$ eV, or $-0.0311$ Ha. An uncorrected level chosen at 5.50 eV above the valence edge moves to 4.65 eV.

The frozen-ion cases use $J=3.9\times0.423=1.65$ eV. If the defect is ionised at the geometry of its neutral state, no ionic screening has formed. The energy correction is $J/2.1=0.786$ eV and the level correction is $-1.571$ eV. If an electron is instead captured at the geometry of the positive state, the defect becomes neutral but the ionic charge $p=-0.46$ remains. The energy correction is then

$$
J\left(\frac1{2.1}-\frac1{3.9}\right)=0.363\ {\rm eV},
$$

and the level correction is $+0.725$ eV. Neutrality of the electronic charge state does not make these corrections vanish.

The same numbers connect the eigenvalues with the capture energy at fixed geometry. The correction to the neutral energy minus the positive energy is $0.363-0.423=-0.060$ eV. The mean of the two level corrections, $(-0.846+0.725)/2$, is also $-0.060$ eV. The two results must agree, because for a quadratic function the change over an interval equals the interval times the mean of the end slopes. The mean is $J(1/\varepsilon_\infty-2/\varepsilon_0)$, which is small here only because $\varepsilon_0$ happens to be close to $2\varepsilon_\infty$.

Several omissions can be sized for this cell. If the density of the defect orbital is a Gaussian of width 0.15 nm while the net charge keeps its width of 0.10 nm, averaging the image potential over the orbital gives $-0.829$ eV. The change is 0.017 eV. Overlap between image orbitals was estimated with a noninteracting electron of mass $0.5m_e$, where $m_e$ is the free-electron mass, in a Gaussian well of width 0.12 nm adjusted to bind it by 3.0 eV. Solving the isolated and periodic problems in the two bases described above gives a level correction of $+0.012$ eV at zero crystal momentum. It grows quickly for shallower states, to 0.031 eV for a binding of 2.0 eV and 0.094 eV for 1.0 eV. This is separate from the electrostatic correction.

The silicon side of an interface matters more. Consider a cell measuring $1.2\times1.2\times2.4$ nm, with the defect at the centre of a 1.2 nm oxide layer and silicon, of dielectric constant 11.7, filling the rest. The silicon is treated as a dielectric without free carriers. The isolated reference is the same oxide layer between two silicon half-spaces. It has a physical image energy that must be kept. At each interface the image factor is $R=(3.9-11.7)/(3.9+11.7)=-0.5$. Repeated reflection of a central charge puts images $R^m$ at distances $mt$ on both sides, where $t$ is the oxide thickness. With the self-energy factor one half,

$$
E_{\rm image}=\frac{1.440}{3.9\,t}\sum_{m=1}^{\infty}\frac{R^m}{m}
=-\frac{1.440}{3.9\times1.2}\ln(1.5)
=-0.125\ {\rm eV},
$$

with $t$ in nm and the energy in eV.

A finite-volume solution of the layered Poisson equation then gives $E_{\rm corr}=0.174$ eV. The same long cell filled with uniform oxide gives 0.271 eV. For a charge of fixed shape the energy is still quadratic in $q$, so the factor 2 survives the dielectric contrast: the level corrections are $-0.349$ and $-0.542$ eV. Silicon changes the level correction by 0.193 eV at fixed cell dimensions. Using the cubic oxide value of $-0.846$ eV in the layered cell would overcorrect by 0.50 eV, partly through the change of cell shape and partly through the silicon. These layered values refer to the average cell potential. Quoting the level against the oxide valence edge of the charged cell requires a separate alignment of the potential in the oxide, and this is not small: for $q=+1$ the potential averaged over the oxide layer lies 0.18 V above the cell average.

The dielectric constants are rough values, and the cell size, charge width and raw level are chosen model values. Of the omissions sized here, the change of screening at the silicon/silica interface has the largest effect, 0.193 eV for this geometry and the bulk silicon constant. A silicon layer this thin may screen less, and the effect is 0.17 eV for a constant of 10 and 0.14 eV for 8. Atomic-scale variation of screening, interface dipoles and screening by free carriers in doped or biased silicon are also absent, and their effect is not estimated here. Nor does a finite-size correction repair errors in the density functional: the corrected value is an estimate of the isolated defect's Kohn-Sham level within the chosen functional.
